\section*{Wu-Yang patches, Dirac quantization and the lowest monopole angular momentum}

\section{Definitions and conventions}

Units are $\hbar=c=1$ with Heaviside--Lorentz charges. A magnetic monopole of strength $g$ is held fixed at the origin. Its field outside the origin is
\begin{equation}
\mathbf B=\frac{g}{4\pi r^2}\,\hat{\mathbf r},\qquad \oint \mathbf B\cdot d\mathbf S=g .
\end{equation}
A spinless particle of charge $e$ moves in this field. Its kinetic momentum and the combination of charges that will recur are
\begin{equation}
\boldsymbol\pi=-i\nabla-e\mathbf A,\qquad q=\frac{eg}{4\pi}.
\end{equation}
Both $e$ and $g$ may have either sign. The polar angles are $\theta,\phi$, and $\hat{\boldsymbol\phi}$ points along increasing $\phi$. The origin is removed from space, since $\nabla\cdot\mathbf B\neq0$ there. The Hamiltonian may be $\boldsymbol\pi^2/2M$ plus a central potential. The angular results also hold for a stationary Klein--Gordon field, whose equation contains the same $\boldsymbol\pi^2$.

Two statements will be derived. Nonzero wave functions exist only if $eg=2\pi n$ with integer $n$. The lowest total angular momentum is then $j=|eg|/4\pi=|n|/2$; the modulus matters when $eg<0$.

\section{Simple case: one cap of the sphere}

Take first a cap around the north pole, bounded by the circle at polar angle $\theta$. The flux through it is
\begin{equation}
\Phi_N(\theta)=\frac{g}{4\pi r^2}\,2\pi r^2\int_0^\theta\sin\theta'\,d\theta'=\frac g2(1-\cos\theta).
\end{equation}
Try a potential with the axial symmetry of the cap, $\mathbf A=A_\phi\hat{\boldsymbol\phi}$. Stokes' theorem requires $2\pi r\sin\theta\,A_\phi=\Phi_N$, hence
\begin{equation}
\mathbf A_N=\frac{g}{4\pi r}\,\frac{1-\cos\theta}{\sin\theta}\,\hat{\boldsymbol\phi}.
\label{AN}
\end{equation}
Its curl has the components
\begin{align}
(\nabla\times\mathbf A_N)_r&=\frac{1}{r\sin\theta}\,\partial_\theta(\sin\theta A_\phi)=\frac{g}{4\pi r^2},\\
(\nabla\times\mathbf A_N)_\theta&=-\frac1r\,\partial_r(rA_\phi)=0,
\end{align}
as required.

\textbf{Limit of a small cap.} For $\theta\ll1$ put $\rho=r\theta$. Since $(1-\cos\theta)/\sin\theta\simeq\theta/2$, one finds $A_\phi\simeq g\rho/(8\pi r^2)=B\rho/2$. This is the symmetric gauge of a uniform field: near the pole the curvature of the sphere is not felt.

At the other end, $\theta\to\pi$, the potential diverges. The loop there shrinks to a point while its loop integral tends to $g$. No other choice of gauge removes this trouble from the whole sphere. If $\mathbf A$ were regular everywhere on it, the same circle would bound a north cap and a south cap with opposite orientations. The two outward fluxes would be $\oint\mathbf A\cdot d\mathbf l$ and $-\oint\mathbf A\cdot d\mathbf l$, with sum zero instead of $g$.

\section{Generalization: two patches}

The south cap has outward flux $\frac g2(1+\cos\theta)$. Traversed along increasing $\phi$, its boundary has the opposite orientation, so
\begin{equation}
\mathbf A_S=-\frac{g}{4\pi r}\,\frac{1+\cos\theta}{\sin\theta}\,\hat{\boldsymbol\phi}.
\end{equation}
The same curl formula gives the same $\mathbf B$. We use $\mathbf A_N$ everywhere except on the south axis, and $\mathbf A_S$ everywhere except on the north axis. Together the patches cover all space outside the origin. They overlap wherever $0<\theta<\pi$, and there
\begin{equation}
\mathbf A_N-\mathbf A_S=\frac{g}{2\pi r\sin\theta}\,\hat{\boldsymbol\phi}=\nabla\!\left(\frac{g\phi}{2\pi}\right).
\label{diff}
\end{equation}
The angle $\phi$ is not single-valued, but its gradient is.

The particle has a wave function $\psi_N$ in one patch and $\psi_S$ in the other. They describe the same state, so their densities agree and they differ by a phase factor, $\psi_N=U\psi_S$. The factor $U$ must be the same for every state, because a sum of states is again a state. The kinetic momentum is observable and must agree too:
\begin{equation}
(-i\nabla-e\mathbf A_N)U\psi_S=U(-i\nabla-e\mathbf A_S)\psi_S .
\end{equation}
Differentiating the product on the left and cancelling the common terms leaves $(-i\nabla U)\psi_S=e(\mathbf A_N-\mathbf A_S)U\psi_S$. One state alone fixes $U$ only where it does not vanish. But $U$ is common to all states, and the particle can reach every point outside the origin, so at each point of the overlap some $\psi_S$ is nonzero and can be divided out. On the whole overlap, therefore,
\begin{equation}
-i\nabla U=e(\mathbf A_N-\mathbf A_S)U .
\end{equation}
By Eq.~\eqref{diff} the solution is $U=e^{ieg\phi/2\pi}$ up to a constant phase, which can be absorbed in $\psi_S$. Thus
\begin{equation}
\psi_N=e^{ieg\phi/2\pi}\,\psi_S .
\label{glue}
\end{equation}

Each function is single-valued in its own patch. Follow Eq.~\eqref{glue} once around the axis. The left side and $\psi_S$ both return to their values, while the phase factor gains $e^{ieg}$. Hence
\begin{equation}
\psi_N=e^{ieg}\psi_N .
\end{equation}
If $e^{ieg}\ne1$, then $\psi_N$ and $\psi_S$ vanish on the whole overlap. By continuity $\psi_N$ also vanishes on the north axis and $\psi_S$ on the south axis. A nonzero state therefore requires
\begin{equation}
\boxed{eg=2\pi n,\qquad n\in\mathbb Z},
\label{dirac}
\end{equation}
which is equivalent to $q=n/2$.

\textbf{Limits and scope.} For $g=0$ we have $n=0$, the phase factor is one, and a single patch suffices. For $g\neq0$, the argument applies separately to every species of charge: all charges that can move around the same monopole must be integer multiples of $2\pi/g$. The result rests on the total flux and on single-valued wave functions. If the flux were returned through a real thin solenoid, the total flux through the sphere would vanish and the condition would not follow; for $eg\neq2\pi n$ the solenoid could then be detected by its phase.

\section{Which operator generates rotations?}

Without a monopole it is $\mathbf r\times\boldsymbol\pi$. We test whether this survives. The components of $\boldsymbol\pi$ do not commute:
\begin{equation}
[\pi_i,\pi_j]=ie(\partial_iA_j-\partial_jA_i)=ie\,\epsilon_{ijk}B_k=iq\,\epsilon_{ijk}\frac{r_k}{r^3}.
\end{equation}
Let $\boldsymbol\Lambda=\mathbf r\times\boldsymbol\pi$. From $[\pi_b,r_j]=-i\delta_{bj}$ it follows that $[\Lambda_i,r_j]=i\epsilon_{ijk}r_k$, so positions rotate correctly. For the momenta,
\begin{align}
[\Lambda_i,\pi_j]&=\epsilon_{iab}\big([r_a,\pi_j]\pi_b+r_a[\pi_b,\pi_j]\big)\nonumber\\
&=i\epsilon_{ijb}\pi_b+iq\,\epsilon_{iab}\epsilon_{bjc}\frac{r_ar_c}{r^3}\nonumber\\
&=i\epsilon_{ijb}\pi_b+iq\left(\frac{\delta_{ij}}r-\frac{r_ir_j}{r^3}\right),
\end{align}
where $\epsilon_{iab}\epsilon_{bjc}=\delta_{ij}\delta_{ac}-\delta_{ic}\delta_{aj}$. The last bracket is $\partial_j(r_i/r)$. Since $[r_i/r,\pi_j]=i\partial_j(r_i/r)$, it is cancelled by adding $-q\hat{\mathbf r}$:
\begin{equation}
\mathbf L=\mathbf r\times\boldsymbol\pi-q\hat{\mathbf r},\qquad [L_i,\pi_j]=i\epsilon_{ijk}\pi_k,\qquad [L_i,r_j]=i\epsilon_{ijk}r_k .
\end{equation}
The cross product of the two vectors is again a vector:
\begin{align}
[L_i,\Lambda_j]&=i\epsilon_{jab}(\epsilon_{iac}r_c\pi_b+\epsilon_{ibc}r_a\pi_c)\nonumber\\
&=i(\delta_{ij}\mathbf r\cdot\boldsymbol\pi-r_j\pi_i+r_i\pi_j-\delta_{ij}\mathbf r\cdot\boldsymbol\pi)=i\epsilon_{ijk}\Lambda_k .
\end{align}
The unit vector $\hat{\mathbf r}$ obeys the same rule, because $L_i$ commutes with $r$. Therefore
\begin{equation}
[L_i,L_j]=i\epsilon_{ijk}L_k .
\end{equation}
Moreover, $[L_i,\boldsymbol\pi^2]=i\epsilon_{ijk}(\pi_k\pi_j+\pi_j\pi_k)=0$, because a symmetric product meets an antisymmetric symbol. Thus $\mathbf L$ is conserved in any central potential, and its multiplets have the usual eigenvalues $j(j+1)$.

\textbf{Meaning of the extra term.} Let the charge sit at $\mathbf a$, with electric field $\mathbf E$. The angular momentum of the crossed fields is
\begin{align}
\int\mathbf x\times(\mathbf E\times\mathbf B)\,d^3x
&=\frac g{4\pi}\int\frac{\mathbf E-\hat{\mathbf x}(\hat{\mathbf x}\cdot\mathbf E)}{|\mathbf x|}\,d^3x
=\frac g{4\pi}\int(\mathbf E\cdot\nabla)\hat{\mathbf x}\,d^3x\nonumber\\
&=-\frac g{4\pi}\int(\nabla\cdot\mathbf E)\hat{\mathbf x}\,d^3x=-\frac{eg}{4\pi}\,\hat{\mathbf a}.
\end{align}
The surface term at infinity vanishes, since there $\mathbf E$ is radial and uniform over directions while $\hat{\mathbf x}$ averages to zero. The one around the origin vanishes with the area. The term $-q\hat{\mathbf r}$ is thus stored in the field and does not depend on the separation.

\section{The angular operator}

The identity $\hat{\mathbf r}\cdot\boldsymbol\Lambda=0$ holds because $\epsilon_{iab}r_ir_a=0$. Also $\boldsymbol\Lambda\cdot\hat{\mathbf r}=0$, since $[\Lambda_i,r_i]=i\epsilon_{iik}r_k=0$ and $\Lambda_i$ commutes with $r$. Squaring $\mathbf L$ gives
\begin{equation}
\mathbf L^2=\boldsymbol\Lambda^2+q^2 .
\label{L2}
\end{equation}
To write $\boldsymbol\Lambda^2$ in angles, contract the two epsilon symbols and move the coordinates to the left:
\begin{align}
\boldsymbol\Lambda^2&=r_a\pi_br_a\pi_b-r_a\pi_br_b\pi_a\nonumber\\
&=(r^2\boldsymbol\pi^2-i\mathbf r\cdot\boldsymbol\pi)-\big((\mathbf r\cdot\boldsymbol\pi)^2-2i\mathbf r\cdot\boldsymbol\pi\big)\nonumber\\
&=r^2\boldsymbol\pi^2+\partial_rr^2\partial_r .
\end{align}
The second bracket uses $r_ar_b[\pi_b,\pi_a]=0$; the last line uses $\mathbf r\cdot\boldsymbol\pi=-ir\partial_r$, valid because $A_r=0$. So $\boldsymbol\Lambda^2$ is the angular part of $r^2\boldsymbol\pi^2$.

In the north patch take $\psi_N=f(\theta)e^{ik\phi}$ with integer $k$. As $\nabla\cdot\mathbf A_N=0$, the potential changes the ordinary $k^2/\sin^2\theta$ into $(k-er\sin\theta A_\phi)^2/\sin^2\theta$, where $er\sin\theta A_\phi=q(1-\cos\theta)$. The $z$ component of $\mathbf L$ is
\begin{equation}
L_z=-i\partial_\phi-q(1-\cos\theta)-q\cos\theta=-i\partial_\phi-q ,
\end{equation}
with eigenvalue $m=k-q$. In terms of $m$,
\begin{equation}
\boldsymbol\Lambda^2f=-\frac1{\sin\theta}(\sin\theta f')'+W^2f,\qquad W=\frac{m+q\cos\theta}{\sin\theta}.
\label{ode}
\end{equation}
In the south patch $L_z=-i\partial_\phi+q$. The gluing rule gives $\psi_S=f e^{i(k-n)\phi}$, and $k-n+q=k-q$, so both patches report the same $m$.

\textbf{Smallest monopole.} Let $n=1$, $q=\tfrac12$, $k=0$, and try $f=\cos u$ with $u=\theta/2$. Then $W=-\tfrac12\tan u$ and $\sin\theta f'=-\sin^2u\cos u$, so
\begin{equation}
\boldsymbol\Lambda^2f=\frac{2\cos^2u-\sin^2u}{4\cos u}+\frac{\sin^2u}{4\cos u}=\tfrac12f .
\end{equation}
Equation~\eqref{L2} gives $\mathbf L^2=\tfrac12+\tfrac14=\tfrac34$, hence $j=\tfrac12$. A spinless particle has acquired half-integer angular momentum. It remains to show that nothing lies lower, and to treat every $n$.

\section{Generalization: a lower bound for every $n$}

Let $\sigma=\operatorname{sgn}q$ for $q\ne0$, and normalize $\int_0^\pi\sin\theta|f|^2d\theta=1$. One integration by parts in Eq.~\eqref{ode} gives
\begin{equation}
\langle\boldsymbol\Lambda^2\rangle=\int_0^\pi\sin\theta\,(|f'|^2+W^2|f|^2)\,d\theta .
\end{equation}
Complete the square and integrate the cross term by parts:
\begin{align}
\int_0^\pi\sin\theta|f'-\sigma Wf|^2d\theta
&=\langle\boldsymbol\Lambda^2\rangle-\sigma\int_0^\pi(m+q\cos\theta)(|f|^2)'d\theta\nonumber\\
&=\langle\boldsymbol\Lambda^2\rangle-\sigma\big[(m+q\cos\theta)|f|^2\big]_0^\pi-|q|.
\end{align}
At $\theta=0$ the bracket is $k|f|^2$. Regularity of $fe^{ik\phi}$ on the north axis forces $f(0)=0$ unless $k=0$, so it vanishes. At $\theta=\pi$ it is $(k-n)|f|^2$, which vanishes in the same way because $fe^{i(k-n)\phi}$ is regular in the south patch. Therefore
\begin{equation}
\langle\boldsymbol\Lambda^2\rangle=|q|+\int_0^\pi\sin\theta|f'-\sigma Wf|^2d\theta\ge|q| .
\label{bound}
\end{equation}
With Eq.~\eqref{L2}, $j(j+1)\ge|q|(|q|+1)$. Since $j(j+1)$ increases with $j\ge0$, this means $j\ge|q|$.

The bound is reached if $f'=\sigma Wf$. With $m+q\cos\theta=(q+m)\cos^2u-(q-m)\sin^2u$ and $\sin\theta=2\sin u\cos u$,
\begin{equation}
\frac{f'}f=\frac\sigma2\big[(q+m)\cot u-(q-m)\tan u\big],
\end{equation}
which integrates to
\begin{equation}
f\propto(\sin u)^{\sigma(q+m)}(\cos u)^{\sigma(q-m)} .
\end{equation}
Regularity requires both exponents to be non-negative, so $|m|\le|q|$, and then
\begin{equation}
f\propto\Big(\sin\frac\theta2\Big)^{|m+q|}\Big(\cos\frac\theta2\Big)^{|m-q|}.
\label{states}
\end{equation}
The exponents are $|k|$ and $|k-n|$, just what smoothness on each axis demands. The allowed $m=-|q|,\dots,|q|$ give $2|q|+1$ states. For $q=0$ the constant function has $j=0$. In all cases
\begin{equation}
\boxed{j_{\min}=|q|=\frac{|eg|}{4\pi}=\frac{|n|}2},\qquad\text{with }|n|+1\text{ states}.
\end{equation}

\textbf{Limit of many flux units.} Hold the particle on a sphere of radius $R$, with energy $\boldsymbol\Lambda^2/2MR^2$. The lowest value is $|q|/2MR^2=|eB|/2M$, the zero-point energy of a charge in a uniform field. For $q>0$, fixed $k$ and large $n$, Eq.~\eqref{states} near the north pole becomes $f\propto\rho^k e^{-eB\rho^2/4}$ with $\rho=R\theta$, since $n\theta^2/8=eB\rho^2/4$. These are lowest Landau states. The sphere has $|n|+1$ of them for $|n|$ flux units; the extra one is negligible in proportion when $|n|$ is large.

\textbf{What changes the result.} In free space the lowest multiplet still feels the barrier $|q|/r^2$ in $\boldsymbol\pi^2$, so for $q\neq0$ there is no barrier-free $s$ wave. A spin $\tfrac12$ added to $j=|q|>0$ permits total angular momentum $|q|-\tfrac12$; the minimum found here is therefore that of a scalar.

\section{Numbers for three flux units}

Let the scalar carry one elementary charge, $e=\sqrt{4\pi\alpha}=0.3028$ for $\alpha=0.007297$. The smallest nonzero monopole strength is
\begin{equation}
g_1=\frac{2\pi}{e}=\frac{6.2832}{0.30282}=20.75 .
\end{equation}
In SI units, with $g$ defined as magnetic flux, the condition reads $eg=2\pi\hbar n$, and $g_1=h/e=4.136\times10^{-15}$~Wb. In natural units $g_1$ is about 69 times $e$, so the monopole couples strongly; treating it as a fixed classical source is an assumption of this model.

For $n=3$, $g=3g_1=62.25$ and $q=18.850/(4\pi)=1.5$. On the circle at $\theta=60^\circ$ and $r=1$ in any chosen length unit,
\begin{align}
A_{N,\phi}&=\frac{62.25}{4\pi}\,\frac{0.5}{0.8660}=2.860,\\
A_{S,\phi}&=-\frac{62.25}{4\pi}\,\frac{1.5}{0.8660}=-8.580 .
\end{align}
Multiplication by the circumference $2\pi(0.8660)$ gives loop integrals $15.56$ and $-46.68$. Neither is an integer number of flux units, but their difference is $g=62.25$ (up to rounding in the last digit of the values shown), and $e$ times it is three full turns of phase. For the forbidden value $n=1.5$ the phase factor after one circuit is $-1$; then $\psi_N=-\psi_N$, and no state is left.

The four lowest states for $n=3$ have $k=0,1,2,3$ and $m=-\tfrac32,-\tfrac12,\tfrac12,\tfrac32$. Their common values are
\begin{equation}
\boldsymbol\Lambda^2=1.5,\qquad\mathbf L^2=1.5+1.5^2=3.75=\tfrac32\cdot\tfrac52 .
\end{equation}
To see the bound at work on a state that does not saturate it, take $k=2$ and $f=\sin^2u\cos u\,(1+0.3\cos\theta)$. Numerical quadrature of Eq.~\eqref{bound} gives $\langle\boldsymbol\Lambda^2\rangle=1.580$, of which $0.080$ is the squared term and $1.500$ is $|q|$.

Equation~\eqref{ode} can also be diagonalized by finite differences, without the bound. With 1200 polar points and $k$ from $-6$ to $6$, the lowest level for $n=3$ is $j=1.500$ with four states, and the next is $j=2.500$ with six. For $n=-2$, with $k$ from $-5$ to $5$, the lowest level is $j=1.000$ with three states at $k=-2,-1,0$: reversing the sign of $eg$ reverses the signs of the $k$ of the lowest states and leaves $j=|q|$.

Numbers in the example were calculated in double precision.
